# Comment on spin-orbit splitting from the gradient of a pseudopotential

## The argument under review

The argument concerns the valence p level of an atom described by a norm-conserving pseudopotential. It runs as follows.

1. The spin-orbit operator is \((1/2c^2)(1/r)(dV/dr)\,\mathbf L\cdot\mathbf S\), in Hartree atomic units.
2. Beyond a core radius \(r_c\), the pseudopotential and the pseudo-orbital coincide with the true potential and orbital. Inside \(r_c\), the pseudo-orbital holds the correct amount of charge.
3. The splitting of the level may therefore be computed from the pseudopotential \(V_{\rm PS}\) and the normalized radial pseudo-orbital \(u\):

\[
\Delta_{\rm naive}=\frac32\,\frac{1}{2c^2}\int_0^\infty u^2\,\frac1r\frac{dV_{\rm PS}}{dr}\,dr .
\]

Points 1 and 2 are acceptable once their terms are made precise. The question is whether point 3 follows. To decide it, one must know which potential and which orbital belong in the integral, and from which radii the integral draws its value. I take the 4p level of germanium as the case.

## Which potential and which orbital

Let \(V(r)\) be the spherical self-consistent potential of the atom with all its electrons. With energies \(E\) counted from the rest energy, the Dirac equation for the upper and lower two-component functions \(\psi\) and \(\chi\) is

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+V\psi=E\psi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi+(V-2c^2)\chi=E\chi .
\]

Define a function \(\Phi\) by \(\chi=\boldsymbol\sigma\cdot\mathbf p\,\Phi/(2c)\). Since \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\), the first equation becomes, with \(T=p^2/2\),

\[
T\Phi+V\psi=E\psi .
\]

Apply \(\boldsymbol\sigma\cdot\mathbf p/(2c)\) to the second equation. Its first term gives \(p^2\psi/2=T\psi\), the rest-energy term gives \(-2c^2p^2\Phi/(4c^2)=-T\Phi\), and the right side gives \(E\,p^2\Phi/(4c^2)=E\,T\Phi/(2c^2)\). Hence

\[
T\psi+\left[\frac{(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)}{4c^2}-T\right]\Phi
=E\,\frac{T}{2c^2}\,\Phi .
\]

Spin now appears in one place. The identity \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\) gives

\[
(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)
=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).
\]

With \(\mathbf p=-i\nabla\), the product rule gives \(\mathbf p\times V\mathbf p=-i(\nabla V)\times\mathbf p+V\,\mathbf p\times\mathbf p\). The last term vanishes because the curl of a gradient is zero. For a spherical potential \(\nabla V=(V'/r)\,\mathbf r\), and \(\mathbf r\times\mathbf p=\mathbf L\). Since \(i(-i)=1\),

\[
(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)
=\mathbf p\cdot V\mathbf p+\frac{V'}{r}\,\boldsymbol\sigma\cdot\mathbf L .
\]

Dropping the second term leaves the spin-free Dirac equation. Restoring it with a factor \(\lambda\) adds \(\lambda(V'/r)\boldsymbol\sigma\cdot\mathbf L/(4c^2)\) to the operator acting on \(\Phi\).

The two equations have the form \(HX=ENX\), where \(X=(\psi,\Phi)\), \(H\) and \(N\) are Hermitian, and \(N\) does not depend on \(\lambda\). Differentiate with respect to \(\lambda\) and multiply from the left by \(X^\dagger\). The terms containing \(dX/d\lambda\) cancel, because \(X^\dagger(H-EN)=0\). With the normalization \(X^\dagger NX=\langle\psi|\psi\rangle+\langle\Phi|T|\Phi\rangle/(2c^2)=1\), what remains is

\[
\left.\frac{dE}{d\lambda}\right|_{0}
=\frac{\langle\boldsymbol\sigma\cdot\mathbf L\rangle}{4c^2}\int_0^\infty\varphi^2\,\frac{V'}{r}\,dr ,
\]

where \(\varphi\) is \(r\) times the radial part of the spin-free \(\Phi\).

Because \(\boldsymbol\sigma=2\mathbf S\), one has \(\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34\). For \(l=1\) this is \(+1\) when \(j=3/2\) and \(-2\) when \(j=1/2\). The difference is 3, so the first-order splitting is

\[
\Delta_1=\frac{3}{4c^2}\int_0^\infty\varphi^2\,\frac{V'}{r}\,dr .
\]

This has the form used in the argument, since \(\tfrac32\cdot\tfrac1{2c^2}=\tfrac3{4c^2}\). The derivation, however, puts the all-electron potential and the all-electron function \(\varphi\) into it. Point 1 is correct for these two. Note that \(\varphi\) is the auxiliary function defined above, not the large component: the two coincide in the nonrelativistic limit but differ close to the nucleus, so the large component cannot simply be put in its place. No step allows them to be replaced by functions that agree with them only outside a core.

## How good the first-order formula is for germanium

A failure of the naive integral could be blamed on perturbation theory, so that possibility must be examined first. The atom was solved self-consistently with the radial Dirac equation, a point nucleus and a spherical, non-spin-polarized local-density potential (Slater exchange, Perdew-Wang correlation). The two 4p electrons were spread evenly over the six p spin-orbitals. Multiplet structure, the Breit interaction and radiative corrections are left out. The splitting below is therefore a difference of orbital energies in this model, not a measured interval.

The 4p energies are \(-0.153534\) for \(j=1/2\) and \(-0.146387\) for \(j=3/2\), so

\[
\Delta_{\rm Dirac}=-0.146387+0.153534=0.007147\ \text{hartree}=0.1945\ \text{eV}.
\]

The integral gives \(\Delta_1=0.007059\) hartree, which is 1.2% below the Dirac value. A numerical derivative of the Dirac eigenvalues with respect to \(\lambda\) gives the same 0.007059.

The missing 1.2% can be traced. In the same fixed potential, both \(j\) levels start from the same spin-free radial problem and feel the same radial perturbation, multiplied by \(s=\langle\boldsymbol\sigma\cdot\mathbf L\rangle\). Hence \(E(s)=E_0+as+bs^2+\dots\), with \(a=\Delta_1/3=0.002353\) and \(E_0=-0.148712\).

- The \(j=3/2\) level lies 0.002325 above \(E_0\), so \(b\approx0.002325-0.002353=-0.000028\).
- For \(j=1/2\) this predicts a shift \(-2a+4b=-0.004818\). The computed shift is \(-0.004822\).

The deviation from first order is thus almost entirely a second-order effect. The formula is sound for this atom.

## Where the integral gets its value

Near the nucleus \(V\approx-Z/r\), so \(V'/r\approx Z/r^3\). The function \(\varphi\) starts approximately as \(r^2\) (this power is its nonrelativistic limit), so the integrand starts as \(r^4\cdot Z/r^3=Zr\). It is integrable, but its weight is enormous at small radii. The computed distribution for germanium 4p is:

- 50% of \(\Delta_1\) comes from \(r<0.048\) bohr;
- 90% comes from \(r<0.11\) bohr;
- 99% comes from \(r<0.44\) bohr.

The large component has a probability of only \(1.17\times10^{-3}\) inside the 90% radius. That this suffices can be seen from the prefactor, \(3/(4c^2)=3.994\times10^{-5}\). The whole integral must be \(0.007059/(3.994\times10^{-5})\approx177\) atomic units, and 90% of it is 159. Divided by the probability, this requires an average \(V'/r\) of about \(1.4\times10^5\). At \(r=0.0486\) bohr the computed value is \(2.7\times10^5\), so the magnitudes fit.

The splitting of this valence level is therefore decided by about a thousandth of its charge, in a region far inside any core radius considered below.

## What the pseudopotential keeps

I use the Troullier-Martins construction, with the spin-free 4p state as reference. For \(r<r_c\) the pseudo-orbital is \(u=r^{2}e^{p(r)}\), where \(p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}\). Outside, \(u\) equals the magnitude of the all-electron large component. The potential follows by inverting the radial Schrödinger equation. From \(u'/u=2/r+p'\),

\[
\frac{u''}{u}=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2
=-\frac2{r^2}+p''+\frac4{r^2}+\frac{4p'}r+p'^2
=\frac{2}{r^2}+\frac{4p'}{r}+p''+p'^2 .
\]

The equation \(-u''/2+u/r^2+V_{\rm PS}u=Eu\) then gives

\[
V_{\rm PS}=E+\frac12\frac{u''}{u}-\frac1{r^2}
=E+\frac{2p'}{r}+\frac{p''+p'^2}{2}.
\]

The seven coefficients must satisfy seven conditions. These are nonlinear and have more than one solution; the one with the smallest \(|c_2|\) is used throughout. The conditions are:

- \(u\), \(u'\), \(V_{\rm PS}\), \(V_{\rm PS}'\) and \(V_{\rm PS}''\) are continuous at \(r_c\) (five conditions);
- the charge inside \(r_c\) is correct, with the tiny small-component charge included so that \(u\) is normalized;
- \(V_{\rm PS}\) has zero curvature at the origin.

The moment \(\int_0^{r_c}\varphi^2V'/r\,dr\) is not among the conditions. Norm conservation fixes the integral of \(u^2\) with weight one. It does not fix an integral whose weight grows as \(1/r^3\) toward the nucleus.

The behaviour at small \(r\) shows how complete the loss is. The \(r^2\) terms of \(V_{\rm PS}\) are \(8c_4\) from \(2p'/r\), \(6c_4\) from \(p''/2\) and \(2c_2^2\) from \(p'^2/2\). The last condition makes their sum, \(14c_4+2c_2^2\), vanish. Then \(V_{\rm PS}\) is a constant plus terms of order \(r^4\), so \(V_{\rm PS}'/r\) starts no lower than \(r^2\). With \(u^2\propto r^4\), the naive integrand starts no lower than \(r^6\), where the correct one starts approximately as \(r\).

## The naive integral evaluated

For \(r_c=2.0\) bohr, diagonalization in \(V_{\rm PS}\) returns the reference level as the lowest state, at \(-0.148710\) against \(-0.148712\) hartree. As a pseudopotential for the level energy it works. The recipe of point 3 then gives

\[
\Delta_{\rm naive}=3.49\times10^{-6}\ \text{hartree}=9.5\times10^{-5}\ \text{eV},
\qquad
\frac{\Delta_{\rm naive}}{\Delta_{\rm Dirac}}=4.9\times10^{-4}.
\]

The result is too small by a factor of about 2000. Dividing the integral at \(r_c\) shows what happened. The region \(r>2.0\) bohr contributes \(3.35\times10^{-6}\) hartree in both descriptions, as point 2 promises. The region inside contributes \(0.007059-0.000003=0.007056\) hartree in the all-electron atom, and \((3.49-3.35)\times10^{-6}=1.4\times10^{-7}\) hartree in the pseudo-atom. The agreement outside is real, but it concerns about 0.05% of the effect.

Two variations do not rescue the recipe.

**Another core radius.** With \(r_c=1.6\) and \(2.5\) bohr the values are \(5.7\times10^{-6}\) and \(4.7\times10^{-6}\) hartree. They remain far too small, and they vary with a parameter on which a physical splitting cannot depend. The variation is not even monotonic over the three radii. Closer to the outermost node of the 4p function, at 0.82 bohr, the value climbs steeply, to about \(5\times10^{-5}\) hartree at \(r_c=1.3\) bohr and \(5\times10^{-4}\) hartree (about 6% of the Dirac splitting) at \(r_c=1.1\) bohr. The rise comes from the region inside \(r_c\), so the factor of 2000 belongs to \(r_c=2.0\) bohr and is not a fixed property of the recipe.

**The ionic pseudopotential.** The potential used so far is screened: it includes the Hartree and exchange-correlation potential of the valence electrons. Removing that part, computed from the valence pseudo-density, gives \(7.2\times10^{-6}\) hartree, still about a thousandth of the Dirac splitting.

Shrinking \(r_c\) would let the outer region reach the radii where the coupling arises. For germanium this would need \(r_c\) well below 0.05 bohr, since half of \(\Delta_1\) comes from inside that radius. Even then the outer region would contain the large component and not \(\varphi\), so it would not reproduce \(\Delta_1\) exactly. The all-electron 4p function has two radial nodes, and a nodeless \(u\) can be joined to it only outside the outermost one, so this limit is not available.

## Is the potential or the orbital at fault?

One might hope to repair the recipe by correcting a single ingredient, for instance by keeping the pseudo-orbital and inserting the true potential. The crossed integrals for \(r_c=2.0\) bohr are:

- true potential with pseudo-orbital: \(3.7\times10^{-5}\) hartree, or 0.5% of the Dirac splitting;
- pseudopotential with true orbital: \(4.0\times10^{-6}\) hartree, or 0.06%.

Both ingredients are at fault, and the values at \(r=0.0486\) bohr show by how much. There \(\varphi^2=7.2\times10^{-3}\) while \(u^2=3.9\times10^{-7}\) per bohr, a ratio of about 19,000. The true \(V'/r\) is \(2.7\times10^5\), while that of the pseudopotential is \(-0.012\), which even has the wrong sign. The true 4p function has inner lobes where the nuclear field is strong. The construction removes both the lobes and the field.

It follows that a reconstruction of the integral near the nucleus must restore both the all-electron orbital and the all-electron potential.

## What can be claimed instead

It would be wrong to conclude that pseudopotential calculations cannot describe spin-orbit splitting. They can, if the coupling is carried over from the all-electron atom as a separate piece of information. One way is to apply the construction above to the Dirac 4p\(_{1/2}\) and 4p\(_{3/2}\) states separately: each large component is replaced inside \(r_c\) by a nodeless pseudo-orbital, which is then inverted at its own energy. This gives two potentials, \(V_{1/2}\) and \(V_{3/2}\). Define

\[
\bar V=\frac{2V_{3/2}+V_{1/2}}{3},\qquad
V_{\rm SO}=\frac23\left(V_{3/2}-V_{1/2}\right).
\]

On p states \(\mathbf L\cdot\mathbf S\) is \(+\tfrac12\) for \(j=3/2\) and \(-1\) for \(j=1/2\). The operator \(\bar V+V_{\rm SO}\,\mathbf L\cdot\mathbf S\) therefore gives

\[
\bar V+\tfrac12V_{\rm SO}=\frac{2V_{3/2}+V_{1/2}+V_{3/2}-V_{1/2}}{3}=V_{3/2},
\]
\[
\bar V-V_{\rm SO}=\frac{2V_{3/2}+V_{1/2}-2V_{3/2}+2V_{1/2}}{3}=V_{1/2}.
\]

Both potentials are set equal to \(V\) beyond \(r_c\), so \(V_{\rm SO}\) vanishes there, and the small outer part of the coupling (\(3.35\times10^{-6}\) hartree for \(r_c=2.0\) bohr) is left out. Inside, it is an effective operator. It is not the gradient of \(V_{\rm PS}\), and its radial shape is not that of the physical coupling, which sits much closer to the nucleus. Its task is to give smooth pseudo-orbitals the energy difference that the true orbitals acquire near the nucleus.

For \(r_c=2.0\) bohr, diagonalization with the two potentials gives a splitting of 0.007143 hartree, against 0.007147 from the Dirac equation. Since each potential was built to reproduce its own level, this confirms the inversion but not its predictive power. The expectation value of \(V_{3/2}-V_{1/2}\) in the spin-free pseudo-orbital is 0.007050 hartree, 1.4% below the Dirac splitting. The difference potential can thus be used as a first-order perturbation.

A stricter test changes the surroundings. The potential \(0.01\,r^2\) hartree (\(r\) in bohr) was added to the all-electron Dirac problem, with \(V\) otherwise held fixed, and to the two pseudo-problems without refitting. The Dirac splitting rises by 35%, to 0.009614 hartree. The \(j\)-dependent pseudopotentials give 0.009617 hartree. The closeness of these two totals is partly a cancellation, since the pseudopotentials started 0.000004 hartree below the Dirac value. The fair measure is the change: \(0.009617-0.007143=0.002474\) hartree against \(0.009614-0.007147=0.002467\) hartree, an error of about 0.3% of the Dirac change. This is one smooth perturbation of one atom. It does not show that every environment is treated equally well, and the error depends on the core radius: it is about \(-0.3\%\) for \(r_c=1.6\) bohr and \(+0.6\%\) for \(r_c=2.5\) bohr, and it reaches about 1% in magnitude for those two radii when the added potential is tripled. What the test shows is that the transferred operator follows the change of the splitting to about 1% under a confinement for which its parameters were not fitted.

## Recommendation

Point 3 should be withdrawn. Points 1 and 2 may stand if point 1 names the all-electron potential and the all-electron function \(\varphi\), and if point 2 is not read as a statement about moments other than the charge. A splitting obtained from \(dV_{\rm PS}/dr\) should be replaced by one from \(j\)-dependent pseudopotentials, or from the all-electron integral with both of its ingredients restored. The numerical check accompanying this comment evaluates each of these alternatives except a reconstruction from pseudo-orbitals, for which the integral with the directly computed all-electron functions stands as the target.

## Values computed for the example and the checks

```
Nuclear charge Z: 32
Speed of light: 137.0360 a.u.
One-electron ion 2p splitting, numerical: 1.806645 hartree
One-electron ion 2p splitting, closed form: 1.806645 hartree
Dirac 4p1/2 energy: -0.153534 hartree
Dirac 4p3/2 energy: -0.146387 hartree
Spin-free 4p energy: -0.148712 hartree
Dirac 4p splitting: 0.007147 hartree = 0.1945 eV
First-order splitting, all-electron integral: 0.007059 hartree
Same from eigenvalue derivative: 0.007059 hartree
First-order / Dirac: 0.9877
Radius enclosing 50% of the coupling: 0.0482 bohr
Radius enclosing 90% of the coupling: 0.1105 bohr
Radius enclosing 99% of the coupling: 0.4392 bohr
4p probability inside the 90% radius, all-electron: 1.170e-03
4p probability inside the 90% radius, pseudo: 2.283e-07
Sample radius near the 50% radius: 0.0486 bohr
  (1/r)dV/dr there, all-electron: 2.7030e+05 a.u.
  (1/r)dV/dr there, pseudo: -1.1607e-02 a.u.
  phi^2 there, all-electron: 7.2030e-03 1/bohr
  u^2 there, pseudo: 3.8672e-07 1/bohr
Pseudo 4p level, rc = 2.0 bohr: -0.148710 hartree
Naive pseudo splitting, rc = 1.6 bohr: 5.7366e-06 hartree
Naive pseudo splitting, rc = 2.0 bohr: 3.4866e-06 hartree
Naive pseudo splitting, rc = 2.5 bohr: 4.6828e-06 hartree
Naive pseudo splitting, rc = 2.0 bohr: 9.4874e-05 eV
Naive / Dirac, rc = 2.0 bohr: 4.879e-04
Naive splitting, ionic pseudopotential: 7.2386e-06 hartree
Part from r > 2.0 bohr, all-electron: 3.3490e-06 hartree
Part from r > 2.0 bohr, pseudo: 3.3493e-06 hartree
True potential, pseudo-orbital: 3.7346e-05 hartree
Pseudopotential, true orbital: 4.0043e-06 hartree
j-dependent pseudopotentials, splitting: 0.007143 hartree
Expectation of V(3/2)-V(1/2): 0.007050 hartree
With added 0.01 r^2, Dirac splitting: 0.009614 hartree
With added 0.01 r^2, j-dependent pseudo: 0.009617 hartree
```
